Lorenz ratios of a metal at zero field and zero current, part 2

A metal line heated at one end conducts heat mainly through its electrons. Its thermal conductivity and Lorenz ratio depend on whether the electrochemical field or the electric current is held at zero. This problem relates the two ratios and finds the size of their difference in an interconnect metal. The metal is homogeneous, isotropic or cubic, non-magnetic, in no magnetic field, and in a steady state with linear response.

The algebra uses atomic units, ħ = m = e = 1, with k_B kept. With energies in eV, S is in V/K and Lorenz ratios are in V²/K². Currents and gradients lie along x, and a prime means d/dx. T is the temperature, μ the chemical potential above the band bottom, μ̄ the electrochemical potential of the electrons, and E = μ̄′ the electrochemical field. The particle current density is j, the electric one J = −j, and the heat current density is Q = J_energy − μ̄ j.

σ is the isothermal conductivity, S the Seebeck and Π the Peltier coefficient. κ_E and L_E = κ_E/(σT) belong to E = 0, κ_J and L_J = κ_J/(σT) to J = 0. Part (b) found

L_J = L_E − S Π/T.

In part (c), a state k of energy ε_k and x-velocity v_k has occupation f_k = f⁰_k + w_k η_k, with f⁰ the Fermi function and w = −∂f⁰/∂ε. The collision operator is

(Cη)_k = Σ_k′ P_kk′ (η_k − η_k′)/(k_B T),

where P_kk′ is the equilibrium traffic from k to k′. Part (d) showed that C is symmetric because P_kk′ = P_k′k, even when collisions change the energy. Hence Π = TS, and

J = σ(E − S T′), Q = TSσE − κ_E T′,
κ_J = κ_E − σTS², L_J = L_E − S².

In part (f) each electron relaxes independently in a time τ(ε). With volume Ω,

σ(ε) = (2/Ω) Σ_k v_k² τ(ε) δ(ε − ε_k).

With ⟨…⟩ the average of weight σ(ε)w, divided by its integral σ,

S = −⟨ε − μ⟩/T, L_E = ⟨(ε − μ)²⟩/T².

**(g) Find S, L_E and L_J for a parabolic band with a mean free path l that is the same at all energies. Evaluate them for μ = 7.0 eV, T = 400 K and l = 300 Å.**

*Solution.* The density of states N(ε) and the speed both grow as √ε. With τ = l/speed, and one third of the squared speed belonging to x,

σ(ε) = N(ε) × speed × l/3, which is proportional to ε.

Put x = (ε − μ)/(k_B T). Then σ(ε) = σ(μ)[1 + (k_B T/μ)x], and w dε = g(x)dx with

g(x) = eˣ/(eˣ + 1)².

The lower limit is x = −μ/(k_B T) = −7.0/0.03447 ≈ −203. Replacing it by −∞ makes an error of order e⁻²⁰³, apart from powers of 203. The function g is even and its integral is 1. Its second moment follows from an expansion in e⁻ˣ for x > 0:

∫ x² g dx = 2 Σₙ (−1)ⁿ⁺¹ n ∫₀^∞ x² e⁻ⁿˣ dx = 4 Σₙ (−1)ⁿ⁺¹/n² = π²/3,

where n runs from 1, the inner integral is 2/n³, and the last sum is π²/12. Odd moments vanish, so

⟨1⟩ = 1, ⟨x⟩ = (k_B T/μ)π²/3, ⟨x²⟩ = π²/3.

With L₀ = (π²/3)k_B², the Sommerfeld value, this gives

L_E = L₀, S = −L₀T/μ, L_J = L₀ − (L₀T/μ)².

For this band L_E keeps the Sommerfeld value, and the condition of zero current lowers the Lorenz ratio below it.

For the numbers, L₀ = 2.443 × 10⁻⁸ V²/K². The Seebeck coefficient is

S = −(2.443 × 10⁻⁸ × 400/7.0) V/K = −1.396 μV/K,

and its square is 1.949 × 10⁻¹² V²/K². More digits are needed to see the subtraction:

L_J = (2.443005 − 0.000195) × 10⁻⁸ V²/K² = 2.442810 × 10⁻⁸ V²/K².

The relative drop is S²/L_E = 8.0 × 10⁻⁵.

At low temperature compared with μ/k_B, the conductivity is σ = k_F² l/(3π²), because N = k_F/π² and the speed is k_F in atomic units. Here no correction in powers of k_B T/μ appears, because σ(ε) is linear in ε and the first moment of g vanishes. With k_F = 1.3555 Å⁻¹,

k_F² l/(3π²) = 1.837 × 300/29.61 Å⁻¹ = 18.6 Å⁻¹.

Multiplication by e²/ħ gives σ, and its inverse is a resistivity of 2.207 μΩ cm. The thermal conductivity at zero field is

κ_E = L_E T/ρ = 2.443 × 10⁻⁸ × 400/(2.207 × 10⁻⁸) W/(m K) ≈ 443 W/(m K),

with ρ in Ω m. The open-circuit value is smaller by 0.035 W/(m K).

**(h) Keep μ, T and the band, and add scattering that is stronger below an energy close to μ. How large does the drop become? Test the law without linearizing the Fermi functions.**

*Solution.* Take, up to a constant factor,

σ(ε) = (ε/μ)/(1 + A h), h = 1/(1 + exp((ε − μ − δ)/Δ)),

with A = 1.0, δ = −0.05 eV and Δ = 0.05 eV. Far below the edge the scattering rate is doubled. This is a model metal and stands for no particular element.

A first estimate takes σ(ε) as linear across the thermal window. Then ⟨ε − μ⟩ = (π²/3)(k_B T)² σ′(μ)/σ(μ), where this prime means d/dε, and S ≈ −L₀T σ′(μ)/σ(μ). At ε = μ, h = 1/(1 + e) = 0.269 and

σ′(μ)/σ(μ) = 1/μ + A h(1 − h)/[Δ(1 + A h)] = (0.14 + 3.10) eV⁻¹ = 3.24 eV⁻¹.

This gives S ≈ −32 μV/K. The full averages of part (f) give

S = −23.98 μV/K, L_E = 2.4079 × 10⁻⁸ V²/K², L_J = 2.3504 × 10⁻⁸ V²/K².

The linear estimate is too large in magnitude because σ(ε) bends within the thermal window: Δ is only about 1.5 k_B T. The drop is

S² = (23.98 × 10⁻⁶ V/K)² = 5.75 × 10⁻¹⁰ V²/K²,

or 2.4 percent of L_E. In addition L_E itself lies 1.4 percent below L₀. That second change comes from the shape of σ(ε) and is present at zero field as well. A measured departure from L₀ therefore cannot be assigned to S² alone.

For a test, let two reservoirs at 400.5 K and 399.5 K exchange electrons, with a flow σ(ε)(f_left − f_right) at each energy and full Fermi functions on both sides. One heat flow is computed with equal electrochemical potentials. A second is computed with the potential difference, found numerically, that stops the particle flow. Their difference, divided by the conductance, by T and by the temperature difference of 1 K, is L_E − L_J. It comes out as 1.9488 × 10⁻¹² V²/K² for the metal of part (g) and as 5.7486 × 10⁻¹⁰ V²/K² for the present one. The squares of S from the averages agree with both to all digits given.

**(i) At 400 K much of the scattering in a metal line comes from phonons, and it changes the electron energy. What does this do to L_E in the band of part (g), and does the drop remain S²?**

*Solution.* Take one phonon energy, ω = 0.020 eV, and let each collision turn the direction of motion by an angle whose cosine has the mean value c = 0.6. These are rough round values. For η_k = η(ε)cos θ, averaging over the final directions turns the collision term into a sum over the partner energies ε′ = ε ± ω of

P(ε, ε′)[η(ε) − c η(ε′)].

To see how the energy exchange acts, look at the dissipation of one pair of energies:

η² + η′² − 2cηη′ = (1 − c)(η² + η′²) + c(η − η′)².

The first term on the right is the loss of direction. The second is present when η differs between the two energies. For a constant mean free path and elastic collisions, the electric field gives an η that is independent of energy, and the second term vanishes. The temperature gradient gives η proportional to ε − μ, and the second term is proportional to ω². Energy exchange thus puts an extra resistance on the heat current that the electric current does not feel to this order. The rates themselves also change at order ω², so this term need not be the whole effect.

The numerical solution of the Boltzmann equation gives L_E = 2.198 × 10⁻⁸ V²/K², which is 10.0 percent below L₀. At half the phonon energy the loss is 2.7 percent. The ratio of the losses is 3.7, close to the factor 4 of a quadratic law.

The drop is still S². With S = −1.384 μV/K from the same solution, (L_E − L_J)/S² = 1.000000. This is expected from part (d), since the collision operator is symmetric.

The role of the symmetry shows when it is removed by hand. In the equation at energy ε, delete the term with η(ε − ω) and keep the one with η(ε + ω). This artificial operator has no reciprocity, and the ratio becomes −0.764. The open-circuit Lorenz ratio is then larger than the one at zero field. The drop follows SΠ/T, and here Π and S have opposite signs.

**(j) An interconnect in use carries a current, so neither J nor E is zero. Which thermal conductivity belongs in its heat equation?**

*Solution.* The energy current is Q + μ̄j = Q − μ̄J. For a steady current in one dimension J′ = 0. The energy deposited per volume and time is therefore

q = −(Q − μ̄J)′ = −Q′ + Jμ̄′ = JE − Q′.

The first flux law gives E = J/σ + S T′. Insert this into the second:

Q = TSσ(J/σ + S T′) − κ_E T′ = TSJ − (κ_E − σTS²)T′ = TSJ − κ_J T′.

Now form q:

q = J²/σ + JS T′ − (TSJ)′ + (κ_J T′)′.

Since (TSJ)′ = JS T′ + TJS′, two terms cancel, and

q = J²/σ − TJS′ + (κ_J T′)′.

The terms are Joule heat, Thomson heat and conducted heat. Once J is chosen as the variable, κ_J is the conductivity in the heat equation, even when J is not zero. The choice follows from eliminating E, and no open circuit is needed.

For the metal of part (g) S is proportional to T at fixed μ, so TS′ = S T′. The ratio of Thomson to Joule heat has the magnitude |S T′|/(J/σ). Take J = 1.0 MA/cm² and T′ = 10⁻⁴ K/Å. Then

|S T′| = 1.40 × 10⁻¹⁰ V/Å, J/σ = 2.21 × 10⁻⁸ V/Å,

and the ratio is 0.63 percent. So steep a gradient has to be imposed from outside: the Joule heat of this current would build it up only over about 0.2 mm of line without heat loss. The sign of the Thomson term is set by dS/dT. Here S is negative and proportional to T, so dS/dT is negative, and the term heats the line where the current runs towards higher temperature and cools it where the current runs the other way. In a metal whose S rises with T, as that of copper does in this range, the signs are reversed.

**(k) Compare the result of part (g) with heat conduction by the lattice and with surface scattering, and set the model beside a copper line.**

*Solution.* *Lattice.* Kinetic theory gives κ_lat = C_lat s l_ph/3, where s is the sound speed, l_ph the phonon mean free path and C_lat the lattice heat capacity per volume. With the classical value C_lat = 3nk_B,

κ_lat = n k_B s l_ph.

For one conduction electron per atom, n = k_F³/(3π²) = 0.084 Å⁻³. The rough values s = 40 Å/ps and l_ph = 30 Å give about 14 W/(m K), or about 3 percent of κ_J. This is an order of magnitude: a mean sound speed of 26 Å/ps, closer to that of copper, would give about 9 W/(m K). If the lattice heat flow depends on T′ alone, it adds the same amount to both thermal conductivities, and their difference is unchanged.

*Surfaces.* In a film of thickness d, let electrons leave the surfaces, and also each collision inside the film, with no memory of their direction. An electron at distance z from the surface it came from, moving with cosine u to the normal, has the mean path l[1 − exp(−z/(lu))] behind it. Averaging over z from 0 to d, and over directions with the weight (3/2)(1 − u²) that belongs to motion along the film, gives

σ_film/σ = (3/2) ∫₀¹ (1 − u²){1 − (lu/d)[1 − exp(−d/(lu))]} du.

For d = l = 300 Å this is 0.684. Since l is the same at all energies, σ(ε) is multiplied by one number. If all scattering is elastic, that number cancels from the averages of part (f), so S, L_E and L_J stay as they were, while σ, κ_E and κ_J all fall by 32 percent. With the phonon scattering of part (i), collisions keep part of the direction, so the number may shift a little, by an amount that depends on the angular shape of the scattering and not on c alone, and the cancellation is not exact. Elastic surface scattering then supplies part of the resistance, L_E moves back towards L₀, and κ_E falls somewhat less than σ.

*Copper.* The parameters of part (g) lie in the rough regime of a copper line at its temperature of use. A resistivity near 2 μΩ cm and a thermal conductivity near 400 W/(m K) are typical of bulk copper in that range. The Seebeck coefficient is not reproduced: copper has a positive S of roughly 2 μV/K, while the free-electron model gives a negative one. The drop contains S² and is insensitive to the sign. With 2 μV/K it would be about 1.6 × 10⁻⁴ of L₀, twice the model's value and still very small. Real lines break the assumption of elastic scattering, which moves L_E by about 10 percent in the model of part (i). That figure depends strongly on the rough value of c, since the energy-exchange term grows as c/(1 − c) against the loss of direction, and it is not a value for copper. In narrow lines surfaces reduce σ and κ strongly, and grain boundaries, which are left out here, scatter as well. For a thermal model of such a line, the difference between κ_E and κ_J can be ignored as long as |S| stays at a few μV/K. At the 24 μV/K of part (h) it reaches the percent level. The numerical output lists the computed values for the model metals.

Numbers as computed

```
Broad-band metal, rough copper-line regime
chemical potential = 7.0 eV
temperature = 400 K
thermal energy kB T = 0.03447 eV
mean free path = 300 angstrom
Fermi wave number = 1.3555 1/angstrom
resistivity = 2.207 microohm cm
Seebeck coefficient S = -1.3960 microV/K
Sommerfeld value L0 = 2.443005e-08 V^2/K^2
L_E (zero field) = 2.443005e-08 V^2/K^2
L_J (zero current) = 2.442810e-08 V^2/K^2
S squared = 1.9488e-12 V^2/K^2
L_E - L_J from reservoir currents = 1.9488e-12 V^2/K^2
S^2/L_E = 7.977e-05
kappa_E = 442.797 W/(m K)
kappa_J = 442.761 W/(m K)
kappa_E - kappa_J = 0.0353 W/(m K)
Model metal with a scattering edge, same mu and T
edge position relative to mu = -0.05 eV
edge width = 0.05 eV
extra scattering below edge = 1.0 (relative)
S = -23.976 microV/K
L_E = 2.40791e-08 V^2/K^2
L_J = 2.35043e-08 V^2/K^2
S squared = 5.7486e-10 V^2/K^2
L_E - L_J from reservoir currents = 5.7486e-10 V^2/K^2
S^2/L_E = 2.39 percent
Inelastic scattering in the broad-band metal
phonon energy = 0.020 eV, mean cosine = 0.6
L_E = 2.19818e-08 V^2/K^2
loss of L_E against L0 = 10.02 percent
loss at half the phonon energy = 2.70 percent
S = -1.3838 microV/K
(L_E - L_J)/S^2 = 1.000000
same, one-way kernel = -0.764
Other neglected effects, broad-band metal
sound speed = 40 angstrom/ps
phonon mean free path = 30 angstrom
lattice thermal conductivity = 13.9 W/(m K)
lattice share of kappa_J = 3.1 percent
film thickness = 300 angstrom
film/bulk conductivity = 0.684
current density = 1.0 MA/cm2
temperature gradient = 1.0e-04 K/angstrom
Thomson/Joule heat = 0.63 percent
```
